\section*{The Bethe Stopping Formula and the Logarithmic Mean Excitation Energy}

\section{The decision and the claim}

A range calculation for fast implanted protons has to decide, at each energy, whether electronic stopping may be taken from a formula with one target parameter, and which average of the target's excitation energies that parameter is. The theorem below answers the second question for a dilute gas of independent atoms. Its proof shows what must be small for the first answer to be yes.

The projectile has charge $ze$, mass $M$ and speed $v$. The target is a dilute gas with $n_{\rm a}$ atoms per unit volume, each with $Z$ electrons of mass $m$, initially in the ground state $|0\rangle$. Throughout, $e^2$ means $e_{\rm SI}^2/4\pi\varepsilon_0$. Excited states $|n\rangle$ lie at energies $E_n>0$ above the ground state, and a sum over $n$ includes an integral over the continuum. Define
\begin{equation}
F_n(\mathbf q)=\langle n|F|0\rangle,\quad F=\sum_{j=1}^{Z}e^{i\mathbf q\cdot\mathbf r_j},\quad
f_n(q)=\frac{2mE_n}{\hbar^2q^2}\,|F_n(\mathbf q)|^2 .
\label{gos}
\end{equation}
The quantity $f_n(q)$ is the generalized oscillator strength. Here and below $|F_n|^2$ is averaged over target orientations, so it depends on $q=|\mathbf q|$ alone. As $q\to0$, orthogonality removes the constant term of the exponential, and $f_n(q)$ tends to the dipole oscillator strength
\begin{equation}
f_n=\frac{2mE_n}{3\hbar^2}\Big|\langle n|\sum_j\mathbf r_j|0\rangle\Big|^2 .
\end{equation}

\paragraph{Assumptions.}
\begin{enumerate}
\item The first Born approximation holds, which requires $ze^2/\hbar v\ll1$. The projectile is a bare ion of fixed charge.
\item $M\gg m$ and $v\ll c$. Nuclear recoil and charge exchange are left out.
\item The electrons are nonrelativistic and their potential energy, including their mutual repulsion, is a function of positions. Their total ground-state kinetic energy $K$ is finite.
\item $\sum_n f_n|\ln E_n|$ converges for a fixed energy unit, and $\sum_n|f_n(q)-f_n|\le Cq^a$ for small $q$, with some $C,a>0$.
\end{enumerate}

\paragraph{Theorem.} Under these assumptions the mean energy loss per unit length is $-dE/dx=n_{\rm a}S$, with
\begin{equation}
S=\frac{4\pi z^2e^4}{mv^2}\,L(v),\qquad
L(v)=Z\ln\frac{2mv^2}{I}+o(1)\quad(v\to\infty),
\label{bethe}
\end{equation}
where
\begin{equation}
\ln I=\frac{\sum_n f_n\ln E_n}{\sum_n f_n}.
\label{I}
\end{equation}
The limit is taken within the nonrelativistic Born model. In practice $v$ must be large against the electron speeds and still small against $c$.

\section{From the Born amplitude to the stopping number}

\paragraph{Lemma 1.} For $n\ne0$,
\begin{equation}
d\sigma_n=\frac{8\pi z^2e^4}{\hbar^2v^2}\,|F_n(q)|^2\,\frac{dq}{q^3},
\qquad q\ge q_{\min}\simeq\frac{E_n}{\hbar v}.
\label{born}
\end{equation}

\emph{Proof.} Let the projectile, at $\mathbf R$, pass from wavevector $\mathbf k$ to $\mathbf k'$ in a volume $\Omega$, and put $\mathbf q=\mathbf k-\mathbf k'$. The interaction is $zZe^2/R-\sum_j ze^2/|\mathbf R-\mathbf r_j|$. Its nuclear term does not act on the electrons and vanishes between orthogonal states. Since
\begin{equation}
\int d^3R\,\frac{e^{i\mathbf q\cdot\mathbf R}}{|\mathbf R-\mathbf r|}=\frac{4\pi}{q^2}e^{i\mathbf q\cdot\mathbf r},
\end{equation}
the matrix element is $-(4\pi ze^2/\Omega q^2)F_n$. The golden rule contains the density of final states $\Omega Mk'/(8\pi^3\hbar^2)$ per unit solid angle. Division of the rate by the incident flux $\hbar k/(M\Omega)$ gives
\begin{align}
\frac{d\sigma_n}{d\Omega'}
&=\frac{2\pi}{\hbar}\,\frac{Mk'}{8\pi^3\hbar^2}\,\frac{M}{\hbar k}\,
\frac{16\pi^2z^2e^4}{q^4}|F_n|^2\nonumber\\
&=\frac{4M^2z^2e^4}{\hbar^4q^4}\,\frac{k'}{k}\,|F_n|^2 .
\end{align}
From $q^2=k^2+k'^2-2kk'\cos\theta$ follows $q\,dq=kk'\sin\theta\,d\theta$, hence $d\Omega'=2\pi q\,dq/(kk')$. With $\hbar k=Mv$ this gives the stated cross section.

The smallest $q$ belongs to forward scattering. With $T=Mv^2/2$,
\begin{equation}
q_{\min}=k\Big(1-\sqrt{1-E_n/T}\Big)
=\frac{E_n}{\hbar v}\Big(1+\frac{E_n}{4T}+\dots\Big),
\end{equation}
because $k/2T=1/\hbar v$. The correction vanishes for a heavy projectile. (For a target nucleus of finite mass, $M$ is the reduced mass.) $\square$

The largest $q$ is about $2Mv/\hbar$. It is far above the momenta that will matter, and we let $M/m\to\infty$. Multiplying \eqref{born} by the energy loss $E_n$ and using $E_n|F_n|^2=\hbar^2q^2f_n(q)/2m$, we obtain
\begin{equation}
S=\sum_nE_n\sigma_n=\frac{4\pi z^2e^4}{mv^2}L(v),\quad
L(v)=\int_0^\infty\frac{dq}{q}\,A(q),
\label{L}
\end{equation}
where
\begin{equation}
A(q)=\sum_{E_n<\hbar qv}f_n(q)
\label{A}
\end{equation}
is the strength that energy conservation allows at momentum transfer $\hbar q$.

\section{Two properties of the target}

Write $\varepsilon=\hbar^2q^2/2m$, the recoil energy of a free electron initially at rest.

\paragraph{Lemma 2 (sum rule).} $\sum_nf_n(q)=Z$ for every $q>0$.

\emph{Proof.} The potential energy commutes with $F$. Moving $e^{i\mathbf q\cdot\mathbf r_j}$ to the left of $p_j^2$ replaces $\mathbf p_j$ by $\mathbf p_j+\hbar\mathbf q$, so
\begin{equation}
[H,F]=\sum_je^{i\mathbf q\cdot\mathbf r_j}\Big(\varepsilon+\frac{\hbar\mathbf q\cdot\mathbf p_j}{m}\Big).
\label{comm}
\end{equation}
In the commutator with $F^\dagger$, terms from different electrons vanish. For one electron, $[e^{-i\mathbf q\cdot\mathbf r},\mathbf q\cdot\mathbf p]=\hbar q^2e^{-i\mathbf q\cdot\mathbf r}$, and therefore
\begin{equation}
[F^\dagger,[H,F]]=Z\,\frac{\hbar^2q^2}{m}.
\end{equation}
Inserting a complete set of states in the ground-state expectation value of the left side gives $\sum_nE_n\big(|\langle n|F|0\rangle|^2+|\langle n|F^\dagger|0\rangle|^2\big)$. Since $F^\dagger$ is $F$ with $\mathbf q$ reversed, the two terms are equal after the orientation average. Thus $\sum_nE_n|F_n|^2=Z\hbar^2q^2/2m$, which is the claim. $\square$

By assumption 4 the limit $q\to0$ gives $\sum_nf_n=Z$ as well.

\paragraph{Lemma 3 (width of the ridge).}
\begin{equation}
\sum_n|F_n|^2(E_n-\varepsilon)^2\le\frac{4ZK}{3}\,\varepsilon .
\label{width}
\end{equation}

\emph{Proof.} With $E_0$ now the ground-state eigenvalue of $H$, $(H-E_0)F|0\rangle=[H,F]|0\rangle$. Subtracting $\varepsilon F|0\rangle$ removes the first term of \eqref{comm}. The left side of \eqref{width}, summed over all states, is thus the squared norm of $\sum_je^{i\mathbf q\cdot\mathbf r_j}(\hbar\mathbf q\cdot\mathbf p_j/m)|0\rangle$. The squared norm of a sum of $Z$ vectors is at most $Z$ times the sum of their squared norms. The orientation average replaces $(\mathbf q\cdot\mathbf p_j)^2$ by $q^2p_j^2/3$. With $\sum_j\langle p_j^2\rangle=2mK$ the bound is
\begin{equation}
Z\,\frac{\hbar^2q^2}{3m^2}\,2mK=\frac{4ZK}{3}\,\frac{\hbar^2q^2}{2m}.\qquad\square
\end{equation}

Lemma 3 says that at large $q$ the excitation energies cluster about $\varepsilon\propto q^2$, with a spread proportional to $q$. This is the Bethe ridge: a hard collision transfers to an electron nearly the energy it would give to a free one, smeared by the electron's initial momentum.

\section{Proof of the theorem}

Fix a wavenumber $q_0$ small enough for assumption 4, independent of $v$, and split \eqref{L} there.

\paragraph{Distant collisions, $q<q_0$.} Replace $f_n(q)$ by $f_n$ and keep the difference:
\begin{align}
L_<={}&\sum_{E_n<\hbar q_0v}f_n\int_{E_n/\hbar v}^{q_0}\frac{dq}{q}\nonumber\\
&+\int_0^{q_0}\frac{dq}{q}\sum_{E_n<\hbar qv}\big[f_n(q)-f_n\big].
\label{low}
\end{align}
The first line equals $\sum_{E_n<\hbar q_0v}f_n\ln(\hbar q_0v/E_n)$. Extending the sum to all $n$ changes it by a tail that vanishes as $v\to\infty$, by assumption 4. In the second line the integrand is bounded by $Cq^{a-1}$, which is integrable. At each fixed $q$ the restriction $E_n<\hbar qv$ disappears as $v\to\infty$, and the full sum is $Z-Z=0$ by Lemma 2. The second line therefore tends to zero, and
\begin{equation}
L_<=\sum_nf_n\ln\frac{\hbar q_0v}{E_n}+o(1)=Z\ln\frac{\hbar q_0v}{I}+o(1).
\label{lowres}
\end{equation}
This is where the logarithmic average arises. Each transition has its own lower limit, proportional to $E_n$, in an integral over $dq/q$. The corresponding distance $\hbar v/E_n$ is the one beyond which the passing field varies too slowly to excite that transition.

\paragraph{Close collisions, $q>q_0$.} Put $\kappa=\hbar q/2mv$ and $\kappa_0=\hbar q_0/2mv$. Then $\varepsilon=2mv^2\kappa^2$, and the condition $E_n<\hbar qv$ reads $E_n<\varepsilon/\kappa$. The ridge $E_n=\varepsilon$ is allowed for $\kappa<1$ and forbidden for $\kappa>1$.

For $\kappa<1$ the missing strength is the sum of $(E_n/\varepsilon)|F_n|^2$ over $E_n\ge\varepsilon/\kappa$. The ratio $E/(E-\varepsilon)^2$ decreases for $E>\varepsilon$, so in this range
\begin{equation}
\frac{E_n}{\varepsilon}\le\frac{(E_n-\varepsilon)^2}{\varepsilon^2}\,
\frac{1/\kappa}{(1/\kappa-1)^2}
=\frac{(E_n-\varepsilon)^2}{\varepsilon^2}\,\frac{\kappa}{(1-\kappa)^2}.
\end{equation}
For $\kappa>1$ the allowed states have $E_n/\varepsilon<1/\kappa$ and $(E_n-\varepsilon)^2\ge\varepsilon^2(1-1/\kappa)^2$, which gives the same right side. Lemma 3 then yields
\begin{equation}
\left.\begin{array}{ll}Z-A,&\kappa<1\\ A,&\kappa>1\end{array}\right\}
\le\frac{4ZK}{3\varepsilon}\frac{\kappa}{(1-\kappa)^2}
=\frac{2ZK}{3mv^2}\frac{1}{\kappa(1-\kappa)^2}.
\label{bound}
\end{equation}
Choose $0<\delta<1$. For $|\kappa-1|<\delta$ use instead that $0\le A\le Z$. Elsewhere $(1-\kappa)^{-2}\le\delta^{-2}$, and $\int_{\kappa_0}^\infty d\kappa/\kappa^2=1/\kappa_0=2mv/\hbar q_0$. Hence
\begin{equation}
\Big|L_>-Z\ln\frac1{\kappa_0}\Big|
\le Z\ln\frac{1+\delta}{1-\delta}+\frac{4ZK}{3\delta^2\hbar q_0v}.
\end{equation}
Letting $v\to\infty$ and then $\delta\to0$ gives
\begin{equation}
L_>=Z\ln\frac{2mv}{\hbar q_0}+o(1).
\label{highres}
\end{equation}
The sum of \eqref{lowres} and \eqref{highres} is $Z\ln(2mv^2/I)+o(1)$. The dividing wavenumber has cancelled. $\square$

\paragraph{Remark (where the formula fails).} The upper cutoff is set by the electron mass, although the projectile could transfer a far larger momentum. It is sharp only if the electron speeds are small against $v$. Inner shells of heavy atoms violate this first, and the resulting corrections are called shell corrections. At low speed the right side of \eqref{bethe} without its remainder even becomes negative, for $2mv^2<I$. Its maximum, at $2mv^2=\mathrm e\,I$ with $\mathrm e=2.718\ldots$, comes from using the asymptotic form outside its range and does not locate the true stopping maximum. For slow or highly charged ions $ze^2/\hbar v$ is not small, and the Born starting point itself fails.

\section{A solvable case: the harmonically bound electron}

Let one electron be bound in an isotropic harmonic well of frequency $\omega$. With one axis along $\mathbf q$, $F$ excites motion along that axis alone. Put $s=\hbar q^2/2m\omega$. In ladder operators,
\begin{equation}
F=e^{i\sqrt s(a+a^\dagger)}=e^{-s/2}e^{i\sqrt s\,a^\dagger}e^{i\sqrt s\,a},
\end{equation}
so $|F_n|^2=e^{-s}s^n/n!$. Since $E_n=n\hbar\omega$, \eqref{gos} multiplies this by $n/s$:
\begin{equation}
f_n(q)=e^{-s}\frac{s^{n-1}}{(n-1)!}.
\end{equation}
At $q=0$ only $n=1$ survives, with $f_1=1$, so $I=\hbar\omega$. Let $y=2mv^2/\hbar\omega$. The lower limit $q=n\omega/v$ becomes $s=n^2/y$, and $dq/q=ds/2s$. With $k=n-1$ for the higher levels,
\begin{equation}
L=\frac12\Big[E_1(1/y)+\sum_{k=1}^{\infty}\frac1k\,Q\Big(k,\frac{(k+1)^2}{y}\Big)\Big].
\label{osc}
\end{equation}
Here $E_1(x)=\int_x^\infty e^{-s}ds/s$, and $Q(k,x)=\int_x^\infty s^{k-1}e^{-s}ds/(k-1)!$ is the probability that a gamma variable of mean and variance $k$ exceeds $x$.

For large $y$, $E_1(1/y)\to\ln y-\gamma$, with $\gamma$ Euler's constant. The function $Q$ is near one while $(k+1)^2/y$ lies well below $k$, and near zero once it lies well above. The change occurs at $k\simeq y$ over a range of order $\sqrt y$, a vanishing fraction of $y$. The sum thus tends to $\sum_{k\le y}1/k\to\ln y+\gamma$. The constants cancel and $L\to\ln y$, as the theorem requires. Excitation of the first level supplies half of the leading logarithm, and all higher levels together supply the other half.

Direct summation of \eqref{osc} gives $L=4.574$ at $y=100$, where $\ln y=4.605$, and $L=6.9047$ at $y=1000$, where $\ln y=6.9078$. The product $y(\ln y-L)$ is 3.14, 3.01 and 3.00 at $y=10^2$, $10^3$ and $10^4$, so the remainder falls as $1/v^2$ over this range.

\section{Protons in atomic hydrogen}

Hydrogen has a genuine spectrum to average over. Its radial Schr\"odinger equation was diagonalized on a mesh of 150 points based on Laguerre functions, separately for each angular momentum. The positive eigenvalues represent the continuum by discrete pseudostates. The dipole strengths sum to 1.000, of which the $1s\to2p$ line carries 0.416. Equation \eqref{I} gives
\begin{equation}
I=0.5509\ \text{hartree}=14.99\ \text{eV}.
\end{equation}
The arithmetic mean $\sum f_nE_n/\sum f_n$ is 18.14 eV. It gives more weight to the high-energy continuum.

The complete Born stopping number follows from \eqref{L} without any split at $q_0$. Angular momenta up to 96 were included, and $q$ was integrated numerically up to 20 bohr$^{-1}$. In atomic units ($\hbar=m=e=1$), with $S$ in $10^{-15}$ eV\,cm$^2$ per atom:

\begin{center}
\begin{tabular}{cccccc}
$v$ & energy (keV) & $\ln(2v^2/I)$ & $L$ (Born) & $S$ (Bethe) & $S$ (Born)\\
3 & 225 & 3.487 & 3.359 & 3.710 & 3.573\\
5 & 625 & 4.508 & 4.464 & 1.727 & 1.710\\
7 & 1224 & 5.181 & 5.159 & 1.012 & 1.008
\end{tabular}
\end{center}

For the last row, the logarithm is $\ln(2\times49/0.5509)=5.181$. The prefactor $4\pi/v^2$, converted from hartree\,bohr$^2$, is $0.1954\times10^{-15}$ eV\,cm$^2$, and
\begin{equation}
S=0.1954\times5.181\times10^{-15}=1.012\times10^{-15}\ \text{eV\,cm}^2 .
\end{equation}

Relative to the complete Born value, the Bethe formula is too high by 3.8\% at $v=3$, 1.0\% at $v=5$ and 0.4\% at $v=7$. If an error of one per cent is acceptable, the one-parameter formula may thus replace the Born sum from about 600 keV upward in this target. Using the arithmetic mean would lower the logarithm by $\ln(18.14/14.99)=0.191$, or 3.7\% of its value at $v=7$. That exceeds the error of the asymptotic formula there, so the kind of average matters.

The difference between the two stopping numbers, multiplied by $v^2$, is about 1.15, 1.10 and 1.07 at the three speeds. If a pure $1/v^2$ term is eliminated between $v=5$ and $v=7$, the Born stopping numbers by themselves return $I=14.97$ eV, within 0.2\% of the dipole value. In hydrogen $\langle p^2\rangle/m^2=1$ in atomic units, and in the oscillator $\langle p^2\rangle/m^2v^2=3/y$. Both sets of numbers are therefore consistent with a leading correction $-\langle p^2\rangle/m^2v^2$ to $L$ for one electron. This is a conjecture here, since the theorem does not fix the $1/v^2$ term.

The cutoff at $q=2mv/\hbar$ is visible in the spectrum. At $v=7$ the allowed fraction of the strength is 0.999 at $q=7$ bohr$^{-1}$, 0.47 at $q=14$ and 0.002 at $q=18$. The kinematic limit for a proton on hydrogen would be about 12\,900 bohr$^{-1}$.

At this speed $e^2/\hbar v=0.14$ and $(v/c)^2=0.0026$. The Born column is a reference within the stated model. It omits higher Born terms, relativistic effects, charge exchange and nuclear stopping, and it describes free atoms, so molecular binding is absent. The higher Born terms are not negligible on the scale of the table. One of them, the Bloch term $\psi(1)-\mathrm{Re}\,\psi(1+ie^2/\hbar v)$ with $\psi$ the digamma function, also falls as $1/v^2$ and changes $L$ by $-3.6\%$, $-1.0\%$ and $-0.5\%$ at $v=3$, 5 and 7, as much as the Bethe formula differs from the Born sum. The one per cent quoted above is therefore the error relative to the first Born sum, not relative to the true stopping. An implantation target is a solid, in which bonding and screening by the surrounding electrons change the excitation energies and their strengths. The value of $I$ used there must be that of the solid, not that of the free atom.
